\section*{Interband absorption threshold of bcc alkali metals in the weak-lattice limit}

\section{The decision and a quick estimate}

A calculation of the optical response of an alkali metal must fix the photon energy up to which the conduction band alone is enough. Below the interband threshold, direct transitions to higher bands are absent and an intraband (Drude) term can serve for the absorption. Above it, the next band and its matrix elements have to be included. For a bcc metal with one conduction electron per atom, the threshold can be estimated from the electron count and the geometry of the lattice.

Measure wave numbers in units of $2\pi/a$, where $a$ is the edge of the cubic cell, and energies in units of $(\hbar^2/2m)(2\pi/a)^2$, so that a free electron has energy $k^2$. The Fermi sphere has radius $0.6204$ (derived below), and the shortest reciprocal vector has length $\sqrt2\approx1.4142$. An electron at the Fermi surface, on the line along this vector, has energy $0.6204^2\approx0.385$. A vertical transition takes it to a wave of length $1.4142-0.6204=0.7938$, with energy about $0.630$. The difference is $0.245$, and
\begin{equation}
\frac{\hbar\omega_{\rm th}}{E_F}\approx\frac{0.245}{0.385}\approx0.64 .
\end{equation}
The estimate takes for granted that this is the cheapest transition, that its final state is empty, and that light can drive it. The last point limits the meaning of the result: a strictly empty lattice has no interband absorption. The number $0.64$ is the limit of the threshold as the lattice potential tends to zero, while the strength of the absorption vanishes.

\section{Controlled derivation}

\subsection{Fermi sphere and zone}

The cubic cell of volume $a^3$ holds two atoms, so the electron density is $n=2/a^3$. Each wave vector holds two spins, and the density of wave vectors per unit volume of crystal is $1/(2\pi)^3$. At zero temperature
\begin{equation}
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad
k_F=(3\pi^2n)^{1/3}=\frac{(6\pi^2)^{1/3}}{a}.
\end{equation}
In units of $2\pi/a$ this is $0.6204$.

The reciprocal lattice of bcc consists of the vectors $(2\pi/a)(h,k,l)$ with integer indices and even $h+k+l$. The shortest nonzero ones are the twelve $\{110\}$ vectors, of length $G=2\pi\sqrt2/a$. The nearest faces of the Brillouin zone lie at $G/2$, or $0.7071$ in the same units. Since $k_F/(G/2)=0.8773<1$, the Fermi sphere lies wholly inside the first zone. All occupied states therefore belong to the lowest band.

\subsection{The least transition energy}

Neglect the photon momentum for now. In the reduced zone a vertical transition joins the plane waves $\mathbf k$ and $\mathbf k-\mathbf G'$, where $\mathbf G'$ is any nonzero reciprocal vector. Its energy is
\begin{align}
\hbar\omega
&=\frac{\hbar^2}{2m}\left(|\mathbf k-\mathbf G'|^2-k^2\right)\nonumber\\
&=\frac{\hbar^2}{2m}\left(G'^2-2\mathbf k\cdot\mathbf G'\right).
\label{eq:transition}
\end{align}
For given $\mathbf G'$ this is least when $\mathbf k\cdot\mathbf G'$ is greatest. Within the Fermi sphere the greatest value is $k_FG'$, reached at the Fermi surface along $\mathbf G'$. The minimum is then $(\hbar^2/2m)G'(G'-2k_F)$. Its derivative with respect to $G'$ is proportional to $2(G'-k_F)$, which is positive because every $G'\ge G>2k_F$. The shortest vectors therefore give the threshold.

The final state is empty, since
\begin{equation}
|\mathbf k-\mathbf G'|\ge G'-k\ge G-k_F>k_F .
\end{equation}
With $E_F=\hbar^2k_F^2/2m$ and $g=G/k_F$,
\begin{equation}
\frac{\hbar\omega_{\rm th}}{E_F}=\frac{G^2-2Gk_F}{k_F^2}=g^2-2g,
\qquad g=\frac{2\sqrt2\,\pi}{(6\pi^2)^{1/3}}=2.2797 .
\label{eq:result}
\end{equation}
This gives $0.6376$. The edge $a$ has cancelled. For the next vectors, $\{200\}$, the same expression gives $3.95$, far above the threshold.

\subsection{Why a weak potential is needed}

Light of long wavelength couples to electrons through the momentum operator, which is diagonal in plane waves. Its matrix element between $\mathbf k$ and $\mathbf k-\mathbf G$ is zero. Let the lattice potential have a real Fourier component $U$ on the $\{110\}$ vectors, and let $\Delta=E_{\mathbf k-\mathbf G}-E_{\mathbf k}>0$ be the free-electron energy difference. Near the threshold the two states are, to first order and keeping the components that matter here,
\begin{align}
|1\rangle&=|\mathbf k\rangle-\frac{U}{\Delta}|\mathbf k-\mathbf G\rangle,\\
|2\rangle&=|\mathbf k-\mathbf G\rangle+\frac{U}{\Delta}|\mathbf k\rangle .
\end{align}
The signs follow from the energy denominators, $-\Delta$ for the lower state and $+\Delta$ for the upper. Other admixed waves enter the matrix element at second order only. Hence
\begin{equation}
\langle2|\mathbf p|1\rangle
=\hbar\left[-\frac{U}{\Delta}(\mathbf k-\mathbf G)+\frac{U}{\Delta}\mathbf k\right]
=\frac{\hbar U}{\Delta}\,\mathbf G .
\end{equation}
The absorption strength is proportional to $U^2$, whereas the threshold has a finite limit. The step requires $|U|\ll\Delta$. The relative correction is linear in $U$; at $|U|=0.20$ eV, the value used below, it amounts to roughly 10 to 20\% of the matrix element and depends on the sign of $U$.

\subsection{Shape of the edge}

By Eq.~\eqref{eq:transition}, a given photon energy selects a plane of wave vectors with fixed component $\kappa$ along $\mathbf G$:
\begin{equation}
\hbar\omega=\frac{\hbar^2}{2m}(G^2-2G\kappa).
\label{eq:plane}
\end{equation}
The occupied part of the plane is a disc of area $\pi(k_F^2-\kappa^2)$. Subtracting Eq.~\eqref{eq:plane} from its value at $\kappa=k_F$ gives $k_F-\kappa=m(\omega-\omega_{\rm th})/(\hbar G)$. Just above threshold, $k_F+\kappa\approx2k_F$, so
\begin{equation}
\pi(k_F^2-\kappa^2)\approx\frac{2\pi m k_F}{\hbar G}\,(\omega-\omega_{\rm th}).
\end{equation}
The matrix element varies smoothly there, so in this model the absorption starts linearly from zero. It has no jump at the threshold.

At temperature $T$ the disc area is replaced by an integral of the Fermi function $f$ over the perpendicular wave vector. With $\varepsilon_\kappa=\hbar^2\kappa^2/2m$ and $2\pi k_\perp dk_\perp=(2\pi m/\hbar^2)\,d\varepsilon$,
\begin{equation}
\int f\,d^2k_\perp=\frac{2\pi m}{\hbar^2}\,k_BT\,
\ln\!\left[1+e^{(E_F-\varepsilon_\kappa)/k_BT}\right],
\end{equation}
where the chemical potential has been set equal to $E_F$. Near the edge, $d(\hbar\omega)/d\varepsilon_\kappa=-G/\kappa\approx-g$, so $E_F-\varepsilon_\kappa\approx\hbar(\omega-\omega_{\rm th})/g$. Just below threshold, once the exponential is small, this integral falls approximately as $\exp[-\hbar(\omega_{\rm th}-\omega)/(gk_BT)]$. Its energy scale is $gk_BT$, which is $0.059$ eV at 300 K, more than twice $k_BT=0.026$ eV. The absorption also contains inverse powers of $\omega$, partly from the matrix element, and these make its tail somewhat longer.

\section{Threshold at finite potential}

A tempting correction keeps two waves at fixed $\mathbf k$. The gap becomes $\sqrt{\Delta^2+4U^2}\approx\Delta+2U^2/\Delta$. This omits the other eleven $\{110\}$ waves coupled to each state and the movement of the Fermi surface. All of these enter at the same order, $U^2$.

Let $E_G=\hbar^2G^2/2m=g^2E_F$ and $s=2k_F/G=0.8773$. For the initial state at $k_F$ along $\mathbf G$, the energy denominators are $E_{\mathbf k}-E_{\mathbf k-\mathbf G'}=-E_G(1-s\cos\theta)$, where $\theta$ is the angle between $\mathbf G$ and $\mathbf G'$. Among the twelve vectors, $\cos\theta$ takes the values $1,\tfrac12,0,-\tfrac12,-1$ with multiplicities $1,4,2,4,1$. Therefore
\begin{align}
\delta E_1&=-\frac{U^2}{E_G}\left[\frac{1}{1-s}+\frac{4}{1-s/2}+2+\frac{4}{1+s/2}+\frac{1}{1+s}\right]\nonumber\\
&\approx-20.6\,\frac{U^2}{E_G}.
\end{align}
The final wave has length $G-k_F$ and points along $-\mathbf G$. With $t=2(G-k_F)/G=2-s$, and angles now measured from $-\mathbf G$, its denominators are $E_G(t\cos\theta-1)$, so
\begin{align}
\delta E_2&=\frac{U^2}{E_G}\left[\frac{1}{t-1}+\frac{4}{t/2-1}-2-\frac{4}{1+t/2}-\frac{1}{1+t}\right]\nonumber\\
&\approx-6.0\,\frac{U^2}{E_G}.
\end{align}

The number of electrons is fixed, so the volume inside the Fermi surface is fixed. A direction with band shift $\delta E$ has a radius change $\delta k=(\delta\mu-\delta E)/(\hbar^2k_F/m)$. To leading order the average of $\delta k$ over directions must vanish, so $\delta\mu$ is the average of $\delta E$ over the sphere:
\begin{equation}
\delta\mu=-\frac{12U^2}{E_G}\,\frac12\int_{-1}^{1}\frac{dx}{1-sx}
=-\frac{6U^2}{sE_G}\ln\frac{1+s}{1-s}\approx-18.7\,\frac{U^2}{E_G}.
\end{equation}
Along $\mathbf G$ the band is lowered more than the average, and the Fermi surface bulges towards the zone face. By Eq.~\eqref{eq:plane} this changes the transition energy by $-(\hbar^2G/m)\,\delta k=g(\delta E_1-\delta\mu)$. The total is
\begin{equation}
\delta(\hbar\omega_{\rm th})=\delta E_2-\delta E_1+g(\delta E_1-\delta\mu)
\approx10.2\,\frac{U^2}{E_G}.
\label{eq:shift}
\end{equation}
The two-wave estimate, $2U^2/\Delta$ with $\Delta=(1-s)E_G$, would give $16.3\,U^2/E_G$. The threshold still rises at this order, but by less. This holds for a potential with $\{110\}$ components only. Higher components also enter at second order and have the opposite sign: the same steps give $-0.37\,U_{200}^2/E_G$ for $\{200\}$ and $-0.73\,U_{211}^2/E_G$ for $\{211\}$. They are left out here; where they are as large as $U$ or larger, as in a screened empty-core potential, the higher components together can cancel much of the rise.

\section{Sodium, potassium and rubidium}

The cubic edges used here are rough room-temperature values. For sodium, $a=0.43$ nm, and with $\hbar^2/2m=0.0381$ eV\,nm$^2$,
\begin{align}
k_F&=\frac{(6\pi^2)^{1/3}}{0.43\ \text{nm}}=9.06\ \text{nm}^{-1},\\
E_F&=0.0381\times9.06^2\ \text{eV}=3.13\ \text{eV},\\
\hbar\omega_{\rm th}&=0.6376\times3.13\ \text{eV}=2.00\ \text{eV}.
\end{align}
The same steps give the other rows; $\lambda$ is the vacuum wavelength at threshold. The edges are given to two digits, and a rounding of $0.005$ nm moves the energies and wavelengths by about $2\%$, so their last digits serve only to follow the arithmetic.

\begin{center}
\begin{tabular}{lccccc}
 & $a$ (nm) & $k_F$ (nm$^{-1}$) & $E_F$ (eV) & $\hbar\omega_{\rm th}$ (eV) & $\lambda$ (nm)\\
Na & 0.43 & 9.06 & 3.13 & 2.00 & 621\\
K & 0.53 & 7.35 & 2.06 & 1.31 & 944\\
Rb & 0.57 & 6.84 & 1.78 & 1.14 & 1091
\end{tabular}
\end{center}

In this model the edge lies in the visible for sodium and in the near infrared for the other two. Since the ratio to $E_F$ is fixed, the threshold falls as $a^{-2}$ from sodium to rubidium.

The next table gives changes of the threshold in eV, each with the other settings held fixed. The potential is a round model value, $|U|=0.20$ eV on the $\{110\}$ components, the same for all three metals.

\begin{center}
\begin{tabular}{lccc}
Change & Na & K & Rb\\
$U=+0.20$ eV & $+0.020$ & $+0.026$ & $+0.029$\\
$U=-0.20$ eV & $+0.031$ & $+0.053$ & $+0.065$\\
mass $+10\%$ & $-0.18$ & $-0.12$ & $-0.10$\\
$a$ $+1\%$ & $-0.04$ & $-0.03$ & $-0.02$
\end{tabular}
\end{center}

The first two rows come from diagonalization in 55 plane waves, with the Fermi surface found at fixed volume. Their dependence on the sign of $U$ shows terms of odd order, which Eq.~\eqref{eq:shift} omits. The mean over the two signs can be compared with that equation. For sodium, $E_G=2.28^2\times3.13\approx16.3$ eV, and the predicted shift is $10.2\times0.04/16.3\approx0.025$ eV; the mean of the table entries is $0.026$ eV. For rubidium the two values are $0.044$ and $0.047$ eV.

The largest entry for each metal is the mass. A uniform change of mass scales $E_F$ and the threshold together, so it leaves the ratio $0.64$ unchanged and moves the value in eV. The photon momentum, taken at its vacuum value, changes the transition energy by at most $0.009$ eV in sodium and less in the others. Inside the metal the field at these energies decays with depth, with a complex index of modulus near 3, so the spread of wave number is about three times the vacuum value; the corresponding scale is about $0.025$ eV in sodium, comparable to the potential shifts in the table.

\section{Comparison with other routes and with real metals}

Two numerical routes test Eq.~\eqref{eq:result}. Counting folded free-electron states on a mesh of $48^3$ wave vectors, and searching it for the least gap, gives $0.645$. This is $1.2\%$ above the formula and within the $5\%$ allowed for the mesh spacing. Diagonalization at $U=0$ gives $0.6376$. When $U$ is doubled from $0.005$ to $0.01$ in the reduced energy unit, the shift averaged over both signs grows by a factor $4.01$, as a quadratic law requires. At $U=0.001$ the momentum matrix element is $0.996$ times its first-order value. The numerical output lists these results.

Measured interband onsets in these metals lie in the range of one to a few electronvolts, so the estimate has the right general size. Its second decimal should not be read as a prediction. Of the changes tabulated above, the $10\%$ increase in band mass moves the number most, by about $9\%$; this ranking depends on the sizes chosen for the changes. Real ionic potentials are nonlocal, and $d$-like final states can alter the upper band. Electron--hole interaction and finite lifetimes reshape the edge, and intraband absorption lies beneath it. None of these is included. Because the ideal onset is linear and thermally rounded, a threshold read from a spectrum also depends on how the background is subtracted.

For the opening decision, a one-band description of the absorption is reasonable in this model when the photon energy lies below $0.64\,E_F$ by several times $gk_BT$. The margin must also cover the uncertainty in the band mass: by the table above, a $10\%$ change of mass moves the threshold by more than $gk_BT$ at 300 K in all three metals. Even below the threshold, virtual transitions to higher bands add a term to the real part of the dielectric function, which a Drude term alone leaves out. This term varies slowly well below the threshold and more steeply close to it.

\section*{Values computed for the example and the checks}
\begin{verbatim}
kF = 0.6204 (2 pi/a)
Zone-face distance G/2 = 0.7071 (2 pi/a)
kF/(G/2) = 0.8773
g = G/kF = 2.2797
Threshold/E_F, formula = 0.6376
Threshold/E_F, mesh search = 0.6453
Threshold/E_F, diagonalization = 0.6376
Threshold/E_F for a {200} vector = 3.9461
Even shift ratio on doubling U = 4.011
Matrix element, numerical/formula = 0.9959
Model potential |U| = 0.20 eV
Temperature = 300 K
Thermal energy kT = 0.0259 eV
Thermal edge scale g kT = 0.059 eV
Na: a = 0.43 nm
Na: kF = 9.06 1/nm
Na: E_F = 3.13 eV
Na: threshold = 2.00 eV
Na: threshold wavelength = 621 nm
Na: shift for U > 0 = +0.020 eV
Na: shift for U < 0 = +0.031 eV
Na: shift for mass +10% = -0.181 eV
Na: shift for a +1% = -0.039 eV
Na: largest photon-momentum shift = 0.0089 eV
K: a = 0.53 nm
K: kF = 7.35 1/nm
K: E_F = 2.06 eV
K: threshold = 1.31 eV
K: threshold wavelength = 944 nm
K: shift for U > 0 = +0.026 eV
K: shift for U < 0 = +0.053 eV
K: shift for mass +10% = -0.119 eV
K: shift for a +1% = -0.026 eV
K: largest photon-momentum shift = 0.0048 eV
Rb: a = 0.57 nm
Rb: kF = 6.84 1/nm
Rb: E_F = 1.78 eV
Rb: threshold = 1.14 eV
Rb: threshold wavelength = 1091 nm
Rb: shift for U > 0 = +0.029 eV
Rb: shift for U < 0 = +0.065 eV
Rb: shift for mass +10% = -0.103 eV
Rb: shift for a +1% = -0.022 eV
Rb: largest photon-momentum shift = 0.0038 eV
\end{verbatim}
